# Mean charge, charge variance and the stopping of implanted ions

**Comment on a proposed stopping calculation for boron in silicon**

The manuscript considers a 3 MeV boron ion moving through silicon. The ion repeatedly loses and captures electrons, so its charge number \(q\) changes along the path. The manuscript takes the electronic stopping in each charge state to be

\[
S_q=\kappa q^2 ,
\]

finds a mean charge number \(m=3.246\), and inserts it into this law. With \(\kappa=62.35\) eV/nm it obtains 657 eV/nm and calls the result the mean stopping. The justification offered is that the ion changes charge so often that the solid responds only to its average charge.

I accept the quadratic law for the first part of this comment and ask whether the conclusion follows from it. I then ask how far the law can be trusted for this ion.

**1. What is averaged**

Stopping is energy lost per unit path length. Over a path \(X\), short enough for the speed \(v\) and hence \(\kappa(v)\) to be treated as constant, the loss is

\[
\Delta E=\int_0^X \kappa\,q(x)^2\,dx=\kappa\sum_q q^2X_q ,
\]

where \(X_q\) is the length travelled in state \(q\). Division by \(X\) gives the weights \(X_q/X\), which on a path containing many charge changes approach the equilibrium populations \(P_q\). Therefore

\[
\bar S=\kappa\sum_q P_q q^2=\kappa\langle q^2\rangle .
\]

The square is taken while the ion is in a definite state, and the average comes afterwards. Frequent charge changes make the fractions \(X_q/X\) settle quickly. They do not reverse the order of the two operations, provided the ion stays in each state long enough for the solid to respond to that charge. The response length is roughly \(v/\omega_p\), with \(\omega_p\) the valence plasmon frequency, or about 0.3 nm here. With the rates of section 3 the mean stay in a state is 1.0 to 2.6 nm, several times longer, so treating each state separately is a good approximation here, though not an exact one: in the linear-response model of section 5 the finite stay lowers the variance term derived below by about 4%. If the charge changed over distances much shorter than the response length, a separate \(S_q\) for each state would lose its meaning.

To compare with the manuscript's value, write \(q=m+\delta\), where \(m=\langle q\rangle\). Then \(\langle\delta\rangle=0\), and

\[
\langle q^2\rangle=\langle m^2+2m\delta+\delta^2\rangle
=m^2+2m\langle\delta\rangle+\langle\delta^2\rangle
=m^2+V ,
\]

with \(V=\langle(q-m)^2\rangle\) the charge-state variance. Hence

\[
\boxed{\bar S-\kappa m^2=\kappa V .}
\]

The omitted stopping is proportional to the variance, and the constant of proportionality is the coefficient of the quadratic law.

The same holds if the law has constant and linear terms, \(S_q=a+bq+cq^2\):

\[
\begin{aligned}
\bar S-S(m)&=a+bm+c\langle q^2\rangle-(a+bm+cm^2)\\
&=c\left(\langle q^2\rangle-m^2\right)=cV .
\end{aligned}
\]

A linear law would allow the mean charge to be inserted. The curvature forbids it.

The sign is clearest when the variance is written over pairs of states:

\[
\begin{aligned}
\frac12\sum_{q,r}P_qP_r(q-r)^2
&=\frac12\left(\langle q^2\rangle-2m^2+\langle q^2\rangle\right)\\
&=V .
\end{aligned}
\]

No term on the left is negative. For \(\kappa>0\) the manuscript's procedure therefore cannot overestimate the mean of the quadratic law, and it is correct only if a single charge state is populated.

**2. Two small cases**

Let an ion spend half its path with \(q=2\) and half with \(q=4\). Its mean charge number is 3, whose square is 9. The mean square is \((4+16)/2=10\). The missing 1 is the variance, since each state lies one unit from the mean.

Next, let the states be 0 and 1, with fraction \(f\) in state 1. Then \(m=f\) and \(\langle q^2\rangle=f\), so

\[
V=f-f^2=f(1-f),\qquad
\frac{\kappa V}{\bar S}=\frac{f(1-f)}{f}=1-f .
\]

For a mostly neutral projectile, \(f\ll1\), inserting the mean charge loses nearly all the stopping that the quadratic law gives. This limit also warns about the law itself, which assigns no stopping to a neutral atom although its nucleus and electrons can still act on the solid at short range.

**3. The populations in the example**

Let \(L_q\) be the probability per unit length of electron loss, \(q\to q+1\), and \(C_q\) that of capture, \(q\to q-1\). The net flow from \(q\) to \(q+1\) is

\[
J_q=L_qP_q-C_{q+1}P_{q+1}.
\]

In equilibrium the flow into each state equals the flow out, so \(J_{q-1}=J_q\). No state lies below \(q=1\) in this model, so the flow into the chain from below is zero, and every \(J_q\) vanishes. Thus

\[
\frac{P_{q+1}}{P_q}=\frac{L_q}{C_{q+1}} .
\]

The rates are round model parameters: \(L_1,\ldots,L_4=1.0,\,0.6,\,0.2,\,0.08\) nm\(^{-1}\) and \(C_2,\ldots,C_5=0.1,\,0.2,\,0.3,\,0.4\) nm\(^{-1}\). The successive ratios are 10, 3, 2/3 and 1/5, so the populations of \(q=1,\ldots,5\) stand as \(1:10:30:20:4\). The sum is 65, and

\[
m=\frac{1+20+90+80+20}{65}=\frac{211}{65}=3.246,
\]

\[
\langle q^2\rangle=\frac{1+40+270+320+100}{65}=\frac{731}{65}=11.25 .
\]

Before rounding, the difference \(\langle q^2\rangle-m^2\) is \(V=0.7086\). The two stopping values are

\[
\kappa m^2=657\ \text{eV/nm},\qquad
\bar S=657+44=701\ \text{eV/nm}.
\]

The omission is 6.7% of the manuscript's value, or 6.3% of the quadratic-law mean. The single charge number that reproduces \(\bar S\) is the root-mean-square value, \(\sqrt{\langle q^2\rangle}=3.354\). Conversely, a charge number inferred from \(\sqrt{\bar S/\kappa}\) should not be reported as the mean.

The path average was tested by following 20,000 random charge histories, all starting at \(q=3\), and recording the loss between 30 and 130 nm at fixed \(\kappa\). The result was \(701.5\pm0.6\) eV/nm, where the uncertainty is one standard error. It agrees with \(\kappa(m^2+V)\) and excludes \(\kappa m^2\) for this model. The slowest charge transient decays over 3.5 nm, so the starting charge has been forgotten before the recorded interval.

The mean charge is reasonable for this speed: the rough stripping estimate \(Z[1-\exp(-v/Z^{2/3})]\), with \(Z=5\) and \(v\) in atomic units, gives 3.39. That agreement does not check the variance, which rests on the chosen rates. Something can still be said without them. For integer \(q\), the product \((q-3)(q-4)\) is never negative. Averaging it gives \(\langle q^2\rangle\ge7m-12\), and therefore

\[
V\ge7m-12-m^2=(m-3)(4-m).
\]

At \(m=3.246\) the right side is 0.186. Any set of rates with this mean charge thus gives an omission of at least 11.5 eV/nm at the same \(\kappa\).

**4. Where the square comes from**

From here I use atomic units (\(\hbar=m_e=e=1\), Coulomb potential \(1/r\)). Let a point ion pass a resting electron in a straight line at distance \(b\). The force component along the path is odd in time and integrates to zero. The transverse component gives

\[
\Delta p=\int_{-\infty}^{\infty}\frac{qb\,dt}{(b^2+v^2t^2)^{3/2}}=\frac{2q}{bv},
\qquad
T=\frac{(\Delta p)^2}{2}=\frac{2q^2}{b^2v^2}.
\]

The momentum is linear in charge, so the energy \(T\) is quadratic. This assumes that the electron hardly moves during the encounter.

To see when that fails, use the frame of the heavy ion, where the electron arrives with speed \(v\) and is deflected by \(\theta\). Let \(\phi\) be its polar angle measured from closest approach. Angular momentum conservation gives \(r^2\dot\phi=vb\), and for attraction \(\phi\) runs between \(\pm(\pi+\theta)/2\). The momentum change along the symmetry axis is

\[
\begin{aligned}
2v\sin\frac\theta2
&=\int\frac{q\cos\phi}{r^2}\,dt
=\frac{q}{vb}\int\cos\phi\,d\phi\\
&=\frac{2q}{vb}\cos\frac\theta2 .
\end{aligned}
\]

Hence \(\tan(\theta/2)=q/(v^2b)\). In the solid's frame the electron started at rest, so its final energy is half the square of this momentum change:

\[
T=2v^2\sin^2\frac\theta2
=\frac{2q^2}{b^2v^2}\,
\frac{1}{1+[q/(v^2b)]^2}.
\]

The square law needs \(b\gg q/v^2\). For \(q=3\), \(v=3.316\) and \(b=0.0265\) nm (half an atomic unit of length), a computed trajectory transfers 0.771 of the quadratic value, in agreement with this formula.

**5. The coefficient for silicon**

A solid responds collectively, so \(\kappa\) requires its dielectric function \(\varepsilon(k,\omega)\). In linear response, the potential induced by a point charge has Fourier components \((4\pi q/k^2)(1/\varepsilon-1)\) at \(\omega=\mathbf k\cdot\mathbf v\). Its gradient at the ion gives the retarding force

\[
S_q=\frac{q^2}{2\pi^2}\int d^3k\,
\frac{\mathbf k\cdot\hat{\mathbf v}}{k^2}\,
\operatorname{Im}\frac{-1}{\varepsilon(k,\mathbf k\cdot\mathbf v)} .
\]

The real part of \(1/\varepsilon-1\) is even in frequency and cancels between \(\mathbf k\) and \(-\mathbf k\). With \(d^3k=2\pi k^2\,dk\,d\mu\) and \(\omega=kv\mu\), where \(\mu\) is the cosine of the angle between \(\mathbf k\) and \(\mathbf v\),

\[
S_q=\frac{2q^2}{\pi v^2}\int_0^\infty\frac{dk}{k}
\int_0^{kv}\omega\operatorname{Im}\frac{-1}{\varepsilon}\,d\omega .
\]

I model the four valence electrons per atom by one excitation branch, \(\omega_k^2=\omega_p^2+k^4/4\), which joins the plasmon to free-electron recoil. It leaves out the Fermi motion; the Lindhard function at the same density gives a \(\kappa\) about 1.5% lower. Its loss function is \(\operatorname{Im}(-1/\varepsilon)=(\pi\omega_p^2/2\omega_k)\,\delta(\omega-\omega_k)\) for positive \(\omega\). The inner integral is \(\pi\omega_p^2/2\) when \(\omega_k<kv\) and zero otherwise, so

\[
\kappa=\frac{\omega_p^2}{v^2}\int_{k_-}^{k_+}\frac{dk}{k}
=\frac{\omega_p^2}{v^2}\ln\frac{k_+}{k_-}.
\]

The limits solve \(k^4-4v^2k^2+4\omega_p^2=0\):

\[
k_\pm^2=2v^2\pm2\sqrt{v^4-\omega_p^2},\qquad v^2>\omega_p .
\]

For silicon \(\omega_p\) corresponds to 16.6 eV, and the logarithm is 3.584. An electron moving at the ion's speed has kinetic energy \(v^2/2\), here 149.6 eV. With the atomic unit of length equal to 0.0529 nm,

\[
\kappa=\frac{(16.6\ \text{eV})^2}{2(149.6\ \text{eV})}\,
\frac{3.584}{0.0529\ \text{nm}}
\simeq62.4\ \text{eV/nm}.
\]

**6. When mean and variance are not enough**

Boron with bound electrons is not a point charge. If its electron cloud is rigid, \(q\) in the wavevector integral is replaced by \(Z-F_q(k)\), where \(F_q\) is the Fourier transform of the cloud's number density:

\[
S_q^{\rm cloud}=\frac{\omega_p^2}{v^2}
\int_{k_-}^{k_+}\frac{dk}{k}\,[Z-F_q(k)]^2 .
\]

At small \(k\), \(F_q\) equals the number of bound electrons, \(Z-q\), and the point charge returns. At any \(k\) it cannot exceed that number, so \(Z-F_q\ge q\): within this model the cloud can only raise the stopping above \(\kappa q^2\). Short-wavelength excitations partly resolve the nucleus inside its screening.

With approximate Slater shells for the cloud, the stopping for \(q=1,\ldots,5\) is 383, 481, 646, 1046 and 1559 eV/nm. For \(q=1\) the point-charge law gives only 62 eV/nm; for the bare nucleus the two agree. The population average becomes 796 eV/nm, 13.5% above the quadratic mean. This change is about twice the variance term. Hartree–Fock clouds shift the first three values to 395, 491 and 648 eV/nm and the average to about 798 eV/nm, so the last digits depend on the cloud model.

It also limits the boxed result. Add \(0.02,-0.06,0.06,-0.02\) to the populations of \(q=2,3,4,5\). The sum, the mean and the mean square are unchanged, because

\[
\begin{aligned}
1-3+3-1&=0,\\
2-9+12-5&=0,\\
4-27+48-25&=0 .
\end{aligned}
\]

Quadratic stopping therefore stays the same. The cloud stopping rises by 2.4 eV/nm. For such ions one must average the separate \(S_q\); no formula containing only \(m\) and \(V\) can suffice.

**7. Bearing on a real implant**

Boron implanted at a few MeV can form deep doped layers in silicon. The energy and the valence-electron density here suit that case; the charge-changing rates are chosen, and 701 eV/nm is not a prediction of measured stopping. The largest omission found is the silicon L shell. Treating its electrons as free for transfers between their binding energy \(U\) and the maximum \(2v^2\), and integrating \(T\) from section 4 over \(2\pi b\,db\), gives \((2\pi q^2/v^2)\ln(2v^2/U)\) per electron and unit density. With unrestricted Hartree–Fock orbital energies for \(U\), this adds about 43% to \(\kappa\). The figure is an overestimate, because the L electrons move faster than the ion (about 5 atomic units against 3.3) and are far from free; a first-Born calculation with bound initial states in a central atomic potential gives about 30%. For a point ion the addition is common to all charge states, so it raises \(\kappa m^2\) and \(\kappa V\) together and leaves their ratio unchanged. For boron with bound electrons this fails: L-shell excitation needs large wavevectors, which penetrate the cloud, and with \(Z-F_q(k)\) in place of \(q\) the L-shell term exceeds its \(q^2\) value by factors of about 13, 3.3, 1.5, 1.15 and 1 for \(q=1,\ldots,5\).

Other corrections depend on charge even for a point ion. The ratio \(m/v=0.98\) is not small, so linear response is strained. The standard Bloch correction, which treats close Coulomb collisions beyond leading order, lowers the quadratic mean by about 21%. It also flattens the dependence on \(q\), so that the gap \(\bar S-S(m)\) falls from 44 to about 19 eV/nm. Stopping also depends on the sign of the projectile's charge. For one harmonically bound electron with frequency \(\omega_p\), at \(b=0.144\) nm, the transfers \(T_\pm\) from \(q=\pm3\) give \((T_+-T_-)/(T_++T_-)=15.5\%\). This indicates the size of the effect at one distance and is not a correction to the total stopping.

Capture has its own cost, since each captured electron must be brought to the ion's speed. The kinetic part is

\[
\frac{v^2}{2}\sum_qP_qC_q=34\ \text{eV/nm},
\]

comparable with \(\kappa V\); binding energies and the energy spent in electron loss are not included. Nuclear stopping is much smaller, a few eV/nm. Over the 100 nm interval the quadratic law removes 70 keV, or 2.3% of the initial energy, so constant speed is a fair local approximation but not one for the whole range.

These estimates should not simply be added, because they overlap. Nor should \(\kappa V\) be added to a measured equilibrium stopping power, which already contains the average over charge states.

**Requested revision**

The manuscript should replace \(\kappa m^2\) by \(\kappa(m^2+V)\) wherever it retains the point-charge law, and should report the populations from which \(V\) is obtained. If it aims at a quantitative stopping power for boron, it should instead calculate \(S_q\) for each charge state, include the silicon L shell and the corrections beyond linear response, and average last. The numerical output below gives the main values used in this comment.

## Table of computed values

```
Boron energy: 3 MeV
Boron mass used: 11 u
Ion speed: 3.316 atomic units
Silicon lattice parameter: 0.5431 nm
Valence plasmon energy: 16.6 eV
Stopping logarithm: 3.584 (dimensionless)
Loss rates for q=1..4: [1.   0.6  0.2  0.08] 1/nm
Capture rates for q=2..5: [0.1 0.2 0.3 0.4] 1/nm
Populations for q=1..5: [0.0154 0.1538 0.4615 0.3077 0.0615] (fractions)
Mean charge: 3.246 e
Velocity-stripping estimate of mean charge: 3.391 e
Charge variance: 0.7086 e^2
Mean squared charge: 11.25 e^2
Root-mean-square charge: 3.354 e
Coefficient kappa: 62.35 eV/nm per e^2
Kappa from damped-response integral: 62.13 eV/nm per e^2
Stopping from mean charge: 657 eV/nm
Omitted variance contribution: 44.18 eV/nm
Mean quadratic stopping: 701.2 eV/nm
Omission relative to mean-charge value: 6.725 %
Omission relative to true mean: 6.301 %
Monte Carlo mean stopping: 701.52 eV/nm
Monte Carlo standard error: 0.63 eV/nm
Equal mix of q=2,4: squared mean: 9 e^2
Equal mix of q=2,4: mean square: 10 e^2
Equal mix of q=2,4: variance: 1 e^2
Close-collision impact parameter: 0.02646 nm
q=3 close transfer / quadratic law: 0.7714 (ratio)
Extended-cloud stopping q=1..5: [ 383.2  480.7  645.7 1045.8 1558.8] eV/nm
Mean extended-cloud stopping: 795.6 eV/nm
Extended-cloud change from quadratic mean: 13.5 %
Altered populations, same mean and variance: [0.0154 0.1738 0.4015 0.3677 0.0415] (fractions)
Extended-cloud shift at fixed mean and variance: 2.44 eV/nm
Mean charge / speed: 0.979 (atomic units)
Bloch correction relative to quadratic mean: -20.7 %
Bound-electron impact parameter: 0.144 nm
q=3 charge-sign odd part at that distance: 15.5 %
Estimated L-shell addition to kappa: 43.3 %
Kinetic energy per captured electron: 149.6 eV
Kinetic capture cost: 33.6 eV/nm
Estimated nuclear stopping: 2.97 eV/nm
Charge-equilibration length: 3.5 nm
Monte Carlo window start: 30 nm
Monte Carlo window end: 130 nm
Energy lost in window: 70.1 keV
Window loss / initial energy: 2.34 %
```
